**Numerical test of BLM scale setting for electron loops in the muon anomaly**

The program tests that, for $m_e\ll m_\mu$, the order-$\alpha^2$ electron-bubble term is contained in $\alpha_{\rm eff}(Q^*)/2\pi$ with $Q^*=m_\mu e^{-5/4}$, or in the one-loop $\overline{\rm MS}$ coupling at $\mu^*=m_\mu e^{-25/12}$. Here $\alpha_{\rm eff}(Q)=\alpha/(1-\alpha D/\pi)$, and $D$ is the one-loop electron bubble at spacelike momentum $Q$. It asserts the vertex numerator with explicit Dirac matrices, the agreement of the spacelike and dispersive integrals, and the constant $5/3$ in both schemes. It also asserts the mean and variance of the logarithm, the linear electron-mass term, the two-bubble coefficient, and the matching scale found by root search at $m_e/m_\mu=10^{-6}$. For the physical masses the output gives $Q^*=30.27$ MeV and $\mu^*=13.16$ MeV. Of the one-bubble coefficient 1.0943, the effective charge at $Q^*$ leaves 0.0112, entirely a finite-mass effect, dominated by the term linear in $m_e/m_\mu$. For two bubbles it leaves 0.373 of 2.719, so a single scale does not absorb the whole chain.

## Verification by program

```python
"""
Result under test: electron vacuum polarization in the one-loop muon anomaly
is reproduced at order alpha^2, for m_e << m_mu, by alpha_eff(Q*)/(2 pi) with
Q* = m_mu exp(-5/4), or by alpha_MSbar(mu*)/(2 pi), mu* = m_mu exp(-25/12).
Symbols: alpha_eff(Q) = alpha/(1 - alpha D/pi), D = electron bubble function,
t = Q^2/m_e^2, r = m_e/m_mu, L = ln(m_mu/m_e).
Coefficients multiply (alpha/pi)^2 for one bubble, (alpha/pi)^3 for two.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import fine_structure, physical_constants

nodes, weights = np.polynomial.legendre.leggauss(200)
nodes = 0.5 * (nodes + 1)
weights = 0.5 * weights
zz = nodes * (1 - nodes)


def bubble(t):
    """D(t) from its Feynman-parameter integral."""
    return 2 * np.sum(weights * zz * np.log1p(zz * t))


def chain(r, power):
    """Integral of (1-x) D^power over the spacelike photon momentum."""
    edges = np.concatenate([[0.0], np.geomspace(r, 1.0, 9)])

    def integrand(x):
        return (1 - x) * bubble(x * x / ((1 - x) * r * r)) ** power
    return sum(quad(integrand, a, b, epsabs=1e-11, epsrel=1e-10)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def dispersive(r):
    """One-bubble coefficient as a sum over massive photons."""
    def integrand(u):                      # s = 4 m_e^2 exp(u)
        v = np.sqrt(-np.expm1(-u))
        b = 4 * r * r * np.exp(u)          # s / m_mu^2
        x = nodes
        kernel = np.sum(weights * x**2 * (1 - x) / (x**2 + (1 - x) * b))
        return v * (3 - v * v) / 2 * kernel / 3
    cuts = [0, 2, 5, 10, 15, 20, 30, 45]
    return sum(quad(integrand, a, b, epsabs=1e-11, epsrel=1e-10)[0]
               for a, b in zip(cuts[:-1], cuts[1:]))


# Vertex numerator with explicit Dirac matrices (muon mass 1)
s0 = np.eye(2, dtype=complex)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.kron(pauli[2], s0)] + [np.kron(1j * pauli[1], s) for s in pauli]
metric = np.array([1.0, -1.0, -1.0, -1.0])
one = np.eye(4)


def slash(v):
    return sum(metric[i] * v[i] * gamma[i] for i in range(4))


def on_shell(k):
    k = np.array(k, float)
    return np.concatenate([[np.sqrt(1 + k @ k)], k])


p_in, p_out = on_shell([0.3, -0.2, 0.5]), on_shell([-0.4, 0.6, 0.1])
q = p_out - p_in
left, right = slash(p_out) + one, slash(p_in) + one
for fx, fy in [(0.2, 0.5), (0.1, 0.15)]:
    fz = 1 - fx - fy
    target, basis_g, basis_p = [], [], []
    for mu in range(4):
        num = np.zeros((4, 4), complex)
        for y in (fx, fy):                 # average over exchange x <-> y
            k = fz * p_in - y * q
            inner = (slash(k + q) + one) @ gamma[mu] @ (slash(k) + one)
            num += 0.5 * sum(metric[n] * gamma[n] @ inner @ gamma[n]
                             for n in range(4))
        target.append((left @ num @ right).ravel())
        basis_g.append((left @ gamma[mu] @ right).ravel())
        basis_p.append(((p_in + p_out)[mu] * left @ right).ravel())
    matrix = np.array([np.concatenate(basis_g), np.concatenate(basis_p)]).T
    target = np.concatenate(target)
    coef = np.linalg.lstsq(matrix, target, rcond=None)[0]
    assert np.max(abs(matrix @ coef - target)) < 1e-10
    assert abs(coef[1] - 2 * fz * (1 - fz)) < 1e-10

# Mean and variance of ln(Q^2/m_mu^2) with weight 2(1-x)


def log_moment(n):
    def f(x):
        return 2 * (1 - x) * (2 * np.log(x) - np.log1p(-x)) ** n
    return quad(f, 0, 0.5)[0] + quad(f, 0.5, 1)[0]


mean_log = log_moment(1)
var_log = log_moment(2) - mean_log**2
V = 2 * np.pi**2 / 3 + 0.25
assert abs(mean_log + 2.5) < 1e-8
assert abs(var_log - V) < 1e-7

# Constants of the bubble in the on-shell and MS-bar schemes
t_big = 1e10
const_os = np.log(t_big) - 3 * bubble(t_big)
mp.mp.dps = 50
eps = mp.mpf(10) ** (-12)
dim = 4 - 2 * eps
b0 = mp.gamma(eps) * mp.exp(mp.euler * eps) * mp.beta(1 - eps, 1 - eps)
const_ms = float(6 * (2 * (dim - 2) / (dim - 1) * b0 / 8 - 1 / (6 * eps)))
assert abs(const_os - 5 / 3) < 1e-7
assert abs(const_ms - 5 / 3) < 1e-9

# Small-mass limits: matching scale, linear mass term, two bubbles
r_tiny = 1e-6
one_tiny = chain(r_tiny, 1)
log_scale = brentq(lambda y: bubble(np.exp(2 * y) / r_tiny**2)
                   - 2 * one_tiny, -4, 2)
assert abs(log_scale + 1.25) < 2e-5       # mass shift is about 7e-6
r_lin = 1e-5
slope = (chain(r_lin, 1) + np.log(r_lin) / 3 + 25 / 36) / r_lin
assert abs(slope - np.pi**2 / 4) < 2e-3   # next term is of order r ln r
two_tiny = chain(r_tiny, 2)
two_formula = ((-2 * np.log(r_tiny) - 25 / 6) ** 2 + V) / 18
assert abs(two_tiny - two_formula) < 1e-4  # neglected terms of order r

# Physical masses
alpha = fine_structure
m_e = physical_constants['electron mass energy equivalent in MeV'][0]
m_mu = physical_constants['muon mass energy equivalent in MeV'][0]
r = m_e / m_mu
L = -np.log(r)
A_full = chain(r, 1)
A_disp = dispersive(r)
assert abs(A_full - A_disp) < 1e-7
A_log = L / 3 - 25 / 36
A_lin = np.pi**2 / 4 * r
assert abs(A_full - A_log - A_lin) < 1e-3  # neglected terms r^2 ln r

Q_star = m_mu * np.exp(-5 / 4)
mu_star = m_mu * np.exp(-25 / 12)
t_star = (Q_star / m_e) ** 2
D_star = bubble(t_star)
inv_eff = 1 / alpha - D_star / np.pi
inv_ms = 1 / alpha - 2 * np.log(mu_star / m_e) / (3 * np.pi)
# the two couplings differ only by the power correction D -> D + 2/t
assert abs((inv_ms - inv_eff) * np.pi * t_star / 2 - 1) < 0.01

rest_eff_mu = A_full - bubble(1 / r**2) / 2
rest_ms_mu = A_full - L / 3
rest_blm = A_full - D_star / 2
assert abs(rest_blm) < 0.05 * min(abs(rest_eff_mu), abs(rest_ms_mu))
Q_match = m_e * np.exp(brentq(
    lambda y: bubble(np.exp(2 * y)) - 2 * A_full, 0, 10))

B_full = chain(r, 2)
B_blm = D_star**2 / 2
a_one = alpha / (2 * np.pi)
a_second = (alpha / np.pi) ** 2 * A_full
a_third = (alpha / np.pi) ** 3 * B_full
shift_blm = 1 / (2 * np.pi * inv_eff) - a_one
shift_ms = 1 / (2 * np.pi * inv_ms) - a_one

print(f"electron mass: {m_e:.6f} MeV")
print(f"muon mass: {m_mu:.5f} MeV")
print(f"mass ratio m_e/m_mu: {r:.7f}")
print(f"L = ln(m_mu/m_e): {L:.6f}")
print(f"1/alpha on-shell: {1/alpha:.6f}")
print(f"mean of ln(Q^2/m_mu^2): {mean_log:.8f}")
print(f"variance of ln(Q^2/m_mu^2): {var_log:.6f}")
print(f"bubble constant, on-shell scheme: {const_os:.7f}")
print(f"bubble constant, MS-bar scheme: {const_ms:.7f}")
print(f"ln(matching Q/m_mu) at m_e/m_mu=1e-6: {log_scale:.6f}")
print(f"slope of linear mass term (numerical): {slope:.5f}")
print(f"pi^2/4: {np.pi**2/4:.5f}")
print(f"exp(-5/4): {np.exp(-5/4):.6f}")
print(f"exp(-25/12): {np.exp(-25/12):.6f}")
print(f"Q*: {Q_star:.4f} MeV")
print(f"mu*: {mu_star:.4f} MeV")
print(f"Q*/m_e: {Q_star/m_e:.3f}")
print(f"D(Q*): {D_star:.6f}")
print(f"1/alpha_eff(Q*): {inv_eff:.6f}")
print(f"1/alpha_MSbar(mu*): {inv_ms:.6f}")
print("Coefficients of (alpha/pi)^2, one electron bubble:")
print(f"  full mass dependence, spacelike: {A_full:.7f}")
print(f"  full mass dependence, dispersive: {A_disp:.7f}")
print(f"  L/3 - 25/36: {A_log:.6f}")
print(f"  linear mass term: {A_lin:.6f}")
print(f"  left over with alpha_eff(m_mu): {rest_eff_mu:.6f}")
print(f"  left over with alpha_MSbar(m_mu): {rest_ms_mu:.6f}")
print(f"  left over with alpha_eff(Q*): {rest_blm:.6f}")
print(f"Q matching the full coefficient: {Q_match:.4f} MeV")
print("Coefficients of (alpha/pi)^3, two electron bubbles:")
print(f"  full mass dependence: {B_full:.6f}")
print(f"  from alpha_eff(Q*): {B_blm:.6f}")
print(f"  left over: {B_full-B_blm:.6f}")
print(f"  V/18: {V/18:.6f}")
print("Contributions to the anomaly (dimensionless):")
print(f"  alpha/(2 pi): {a_one:.9e}")
print(f"  one bubble: {a_second:.6e}")
print(f"  two bubbles: {a_third:.6e}")
print(f"  one plus two bubbles: {a_second+a_third:.6e}")
print(f"  shift from alpha_eff(Q*): {shift_blm:.6e}")
print(f"  shift from alpha_MSbar(mu*): {shift_ms:.6e}")
print("checks complete")
```

Printed output:

```
electron mass: 0.510999 MeV
muon mass: 105.65838 MeV
mass ratio m_e/m_mu: 0.0048363
L = ln(m_mu/m_e): 5.331599
1/alpha on-shell: 137.035999
mean of ln(Q^2/m_mu^2): -2.50000000
variance of ln(Q^2/m_mu^2): 6.829736
bubble constant, on-shell scheme: 1.6666667
bubble constant, MS-bar scheme: 1.6666667
ln(matching Q/m_mu) at m_e/m_mu=1e-6: -1.249993
slope of linear mass term (numerical): 2.46694
pi^2/4: 2.46740
exp(-5/4): 0.286505
exp(-25/12): 0.124514
Q*: 30.2716 MeV
mu*: 13.1560 MeV
Q*/m_e: 59.240
D(Q*): 2.166079
1/alpha_eff(Q*): 136.346515
1/alpha_MSbar(mu*): 136.346696
Coefficients of (alpha/pi)^2, one electron bubble:
  full mass dependence, spacelike: 1.0942583
  full mass dependence, dispersive: 1.0942583
  L/3 - 25/36: 1.082755
  linear mass term: 0.011933
  left over with alpha_eff(m_mu): -0.405187
  left over with alpha_MSbar(m_mu): -0.682941
  left over with alpha_eff(Q*): 0.011219
Q matching the full coefficient: 31.3096 MeV
Coefficients of (alpha/pi)^3, two electron bubbles:
  full mass dependence: 2.718656
  from alpha_eff(Q*): 2.345949
  left over: 0.372707
  V/18: 0.379430
Contributions to the anomaly (dimensionless):
  alpha/(2 pi): 1.161409732e-03
  one bubble: 5.904060e-06
  two bubbles: 3.407223e-08
  one plus two bubbles: 5.938132e-06
  shift from alpha_eff(Q*): 5.873078e-06
  shift from alpha_MSbar(mu*): 5.871529e-06
checks complete
```
